# Ioffe-Regel estimate for a disordered single-valley telluride

## The form of the answer from dimensions

A disordered crystalline telluride has $p=10^{20}\ \mathrm{cm^{-3}}$ holes with a drift mobility $\mu=1\ \mathrm{cm^2/(V\,s)}$. Can these holes be pictured as waves that travel freely between occasional collisions? The quantity that decides is $k_Fl$, the Fermi wavevector times the mean free path. When it is much larger than one, a hole runs through many wavelengths before it is scattered. The Ioffe-Regel limit, taken here as $k_Fl=1$, marks roughly where that picture ends.

Suppose that the holes fill one isotropic parabolic valley of mass $m$ at zero temperature. Then $k_Fl$ can depend on $p$, $\mu$, $\hbar$, $e$ and $m$ alone. These five quantities involve four independent units (kilogram, metre, second, coulomb), so they form one dimensionless group. To find it, note that the unit of mobility, $\mathrm{m^2/(V\,s)}$, equals $\mathrm{C\,s/kg}$. Hence

$$
\left[\frac{\hbar\mu}{e}\right]=\frac{\mathrm{kg\,m^2}}{\mathrm{s}}\cdot\frac{\mathrm{s}}{\mathrm{kg}}=\mathrm{m^2}.
$$

This is an area, and $p^{2/3}$ is an inverse area. The group is therefore $p^{2/3}\hbar\mu/e$, and the mass does not appear in it. At fixed density, a mobility limited by collisions is proportional to the mean free path, so the dependence on the group must be linear:

$$
k_Fl=C\,p^{2/3}\,\frac{\hbar\mu}{e},
$$

with $C$ a pure number.

In nanometres, $p=0.1\ \mathrm{nm^{-3}}$ gives $p^{2/3}=0.215\ \mathrm{nm^{-2}}$. With $\hbar/e=6.58\times10^{-16}\ \mathrm{V\,s}$ and $\mu=10^{14}\ \mathrm{nm^2/(V\,s)}$, the area is $\hbar\mu/e=0.0658\ \mathrm{nm^2}$. The group equals 0.014.

The number $C$ comes from counting states. If $k_F^3=3\pi^2p$ and $l=\hbar k_F\mu/e$, both derived below, then $C=(3\pi^2)^{2/3}=9.57$ and $k_Fl\approx0.14$. The prefactor is nearly ten, so dimensions alone would have misjudged the distance from the limit by a factor of ten.

## Controlled derivation

### Fermi wavevector

In a periodic cube of side $L$, each component of the wavevector is a multiple of $2\pi/L$. One allowed wavevector thus occupies a volume $(2\pi/L)^3$. At zero temperature the holes fill a sphere of radius $k_F$, with two spin states for each wavevector:

$$
p=\frac{2}{L^3}\,\frac{4\pi k_F^3/3}{(2\pi/L)^3}
=\frac{8\pi k_F^3}{3\cdot8\pi^3}=\frac{k_F^3}{3\pi^2}.
$$

Therefore

$$
k_F=(3\pi^2p)^{1/3}=(2.961\ \mathrm{nm^{-3}})^{1/3}=1.436\ \mathrm{nm^{-1}},
$$

and the Fermi wavelength is $2\pi/k_F=4.38$ nm.

### Conductivity of an isotropic band

Treat the holes as carriers of charge $+e$, with energy $E(k)$ measured from the band edge into the band, and velocity $v=(1/\hbar)\,dE/dk>0$. Let a weak field $F$ point along $x$. The force $eF$ changes $\hbar k_x$ at the rate $eF$, and collisions return the occupation $f$ to its equilibrium value $f_0$ in a time $\tau(E)$. In the steady state the two effects balance:

$$
\frac{eF}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
$$

To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E$,

$$
f-f_0=eF\tau v_x\left(-\frac{\partial f_0}{\partial E}\right).
$$

The equilibrium part carries no current. The current density is the sum of $ev_x$ over the change in occupation, with a factor 2 for spin, and division by $F$ gives

$$
\sigma=2e^2\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\tau\left(-\frac{\partial f_0}{\partial E}\right).
$$

For an isotropic band the angular average of $v_x^2$ is $v^2/3$, and $d^3k$ becomes $4\pi k^2dk$. The constants combine as $2\cdot4\pi/(8\pi^3)=1/\pi^2$. Then $dk=dE/(\hbar v)$ removes one power of the velocity:

$$
\sigma=\frac{e^2}{3\pi^2}\int k^2v^2\tau\left(-\frac{\partial f_0}{\partial E}\right)dk
=\frac{e^2}{3\pi^2\hbar}\int k^2v\tau\left(-\frac{\partial f_0}{\partial E}\right)dE .
$$

At low temperature $-\partial f_0/\partial E$ is a narrow peak of unit area at the Fermi energy. The integral picks out the Fermi surface, where $v\tau=v_F\tau=l$:

$$
\sigma=\frac{e^2k_F^2\,l}{3\pi^2\hbar}.
$$

### Mobility and the result

Mobility is defined by $\sigma=pe\mu$. Dividing by $pe$ and using $p=k_F^3/(3\pi^2)$,

$$
\mu=\frac{e^2k_F^2l}{3\pi^2\hbar}\cdot\frac{3\pi^2}{e\,k_F^3}=\frac{e\,l}{\hbar k_F}.
$$

Solving for $l$ and multiplying by $k_F$ gives

$$
l=\frac{\hbar k_F\mu}{e},\qquad
k_Fl=\frac{\hbar k_F^2\mu}{e}.
$$

The parabolic form of the band was not used. It is enough that the band is isotropic, that its energy rises steadily with $k$, and that $\tau$ depends on energy alone. For a parabolic band the result agrees with the Drude form: $v_F=\hbar k_F/m$ and $\mu=e\tau/m$ give $l=(\hbar k_F/m)(m\mu/e)$, and the mass cancels.

This was tested by integrating the conductivity numerically for masses of 0.3 and 1 free-electron mass. The band was either parabolic or of the form $E(1+\alpha E)=\hbar^2k^2/2m$ with $\alpha=5\ \mathrm{eV^{-1}}$, and $\tau$ varied as $E^{-1/2}$, $E^0$ or $E^1$. With a thermal energy of 0.005 of the Fermi energy, the formula reproduced $k_Fv_F\tau$ to within 0.1% of its value in all twelve cases.

For the telluride,

$$
l=1.436\ \mathrm{nm^{-1}}\times0.0658\ \mathrm{nm^2}=0.0945\ \mathrm{nm},
$$

$$
k_Fl=1.436\times0.0945=0.136 .
$$

## What a value below one means

Consider a wave that starts at $x=0$ with wavevector $k_F$ and is scattered out of its state as it advances. Suppose that collisions send it equally in all directions. For weak scattering, $k_Fl\gg1$, the $l$ found from the mobility is then also the decay length of its probability, $e^{-x/l}$, and its amplitude decays as $e^{-x/2l}$. The component at wavevector $k$ is

$$
A(k)=\int_0^\infty e^{i(k_F-k)x-x/2l}\,dx=\frac{1}{1/(2l)-i(k_F-k)},
$$

so that

$$
|A(k)|^2=\frac{1}{(k-k_F)^2+1/(4l^2)} .
$$

This falls to half its peak where $|k-k_F|=1/(2l)$. The full width at half maximum is $\Delta k=1/l$, and

$$
\frac{\Delta k}{k_F}=\frac{1}{k_Fl}=7.37 .
$$

The figure 7.37 is formal, because the weak-scattering relation is being used far outside its range. For a parabolic band with a constant broadening $\hbar/\tau$, the weight at the Fermi energy is proportional to $1/[(E_F-\hbar^2k^2/2m)^2+(\hbar/2\tau)^2]$. It falls to half its peak at $k^2=k_F^2[1+1/(k_Fl)]$, that is at $k=2.9\,k_F$, and it never falls to half on the side of small $k$. Either way, the spread in wavevector exceeds the wavevector itself. A sharp Fermi sphere, which the derivation assumed, cannot be defined for such states.

The energies tell the same story. For a parabolic band,

$$
k_Fl=k_F\frac{\hbar k_F}{m}\tau=\frac{2E_F\tau}{\hbar},
\qquad\text{so}\qquad
\frac{\hbar/\tau}{E_F}=\frac{2}{k_Fl}=14.7 .
$$

With the free-electron mass, chosen for illustration, $E_F=0.0786$ eV and $\tau=m\mu/e=0.569$ fs. The collision broadening $\hbar/\tau$ is then 1.16 eV. The separate energies change with the mass, but their ratio does not.

The length 0.0945 nm should therefore not be read as a distance that holes really travel between collisions. The argument is one of consistency: assume weak scattering, extract $l$ from the mobility, and find a value that contradicts the assumption. What has been shown is that the weak-scattering band picture fails for these inputs in the single-valley model, provided that all the holes carry current alike. If most of them were trapped, the few that move would have a larger $k_Fl$.

It has not been shown that the holes are localized. That is a statement about the conductivity as the temperature goes to zero: it vanishes in an insulator and stays finite in a metal. A mobility at one temperature cannot decide between the two. A small $k_Fl$ makes localization a reasonable suspicion, to be examined by cooling the sample.

## How far the sample is from the limit

Setting $k_Fl=1$ at the given density yields the mobility and conductivity at the boundary:

$$
\mu_1=\frac{e}{\hbar k_F^2}=7.37\ \mathrm{cm^2/(V\,s)},\qquad
\sigma_1=\frac{e^2k_F}{3\pi^2\hbar}=118\ \mathrm{S/cm}.
$$

The second follows from the conductivity formula with $l=1/k_F$. The sample has $\sigma=pe\mu=16.0$ S/cm. At fixed density $\sigma$ is proportional to $l$, so $\sigma/\sigma_1=16.0/118=0.136$ is again $k_Fl$.

One can instead hold the mobility fixed and raise the density. Inserting $k_F^2=e/(\hbar\mu)$ into $p=k_F^3/(3\pi^2)$ gives

$$
p_1=\frac{1}{3\pi^2}\left(\frac{e}{\hbar\mu}\right)^{3/2}=2.00\times10^{21}\ \mathrm{cm^{-3}},
$$

twenty times the density of the example. This is a measure of distance, not a recipe: added dopants or vacancies would also change the scattering.

Another version of the criterion asks that $l$ be no shorter than the atomic spacing $a$. With a rough $a=0.3$ nm, $l/a=0.315$, so this condition fails too. It would be met at

$$
\mu=\frac{ea}{\hbar k_F}=3.17\ \mathrm{cm^2/(V\,s)} .
$$

This is a weaker demand than $k_Fl=1$, because $k_Fa=0.43$ is less than one at this density. Between 3.17 and 7.37 $\mathrm{cm^2/(V\,s)}$ the two criteria disagree, which shows how soft the boundary is. The sample lies below both.

## A second case: holes at working temperature

The thermal energy is 0.0259 eV at 300 K, a third of the Fermi energy for the free-electron mass. The holes are then only moderately degenerate, and $k_F$ no longer describes all those that carry current.

Take a parabolic band and a constant $\tau$. The mobility is still $e\tau/m$. To see this, put $v=\hbar k/m$ into the energy integral for $\sigma$ and integrate by parts. The boundary terms vanish, and $\int k^2f_0\,dk=\pi^2p$ from counting states:

$$
\int k^3\left(-\frac{\partial f_0}{\partial E}\right)dE=\int3k^2f_0\,dk=3\pi^2p,
$$

$$
\sigma=\frac{e^2}{3\pi^2\hbar}\,\frac{\hbar\tau}{m}\,3\pi^2p=\frac{pe^2\tau}{m}.
$$

A hole of wavevector $k$ has $k\,v\tau=\hbar k^2\tau/m=\hbar k^2\mu/e$. The natural average weights each energy by its share of the conductivity, $k^2v(-\partial f_0/\partial E)\propto E^{3/2}(-\partial f_0/\partial E)$. With $k^2=2mE/\hbar^2$ and an integration by parts above and below,

$$
\langle k^2\rangle_\sigma=\frac{2m}{\hbar^2}\,
\frac{\int E^{5/2}(-\partial f_0/\partial E)\,dE}{\int E^{3/2}(-\partial f_0/\partial E)\,dE}
=\frac{2m}{\hbar^2}\,\frac{\tfrac52\int E^{3/2}f_0\,dE}{\tfrac32\int E^{1/2}f_0\,dE}
=\frac{2m}{\hbar^2}\,\frac53\,\langle E\rangle .
$$

Here $\langle E\rangle$ is the mean energy per hole, since the density of states varies as $E^{1/2}$. The degenerate result is thus multiplied by $\tfrac53\langle E\rangle/E_F$.

At zero temperature $\langle E\rangle=\tfrac35E_F$ and the factor is one. In the opposite, classical limit $\langle E\rangle=\tfrac32k_BT$, and

$$
\langle kl\rangle=\frac{\hbar\mu}{e}\,\frac{2m}{\hbar^2}\,\frac52k_BT=\frac{5mk_BT\mu}{\hbar e}.
$$

The density has dropped out and the mass has entered. Dimensional analysis allows this, because $k_BT$ supplies a second dimensionless group, $k_BT/E_F$.

The example lies between the limits. At 300 K the factor is 1.04, 1.36 and 2.04 for masses of 0.3, 1 and 2 free-electron masses, giving $kl=0.14$, 0.19 and 0.28. A heavier mass lowers $E_F$ and so makes the holes less degenerate. At 358 K (85 °C), with the mobility held fixed, the values are 0.14, 0.20 and 0.32. These values depend on the assumption of a constant $\tau$. At 358 K the same conductivity-weighted average gives 0.14, 0.17 and 0.25 for $\tau\propto E^{-1/2}$, and 0.16, 0.33 and 0.65 for $\tau\propto E$. The corrections also borrow the sharp band states that the estimate itself calls into question, so they indicate size only.

## Valleys, spin and anisotropy

**Degeneracy.** Let each wavevector in a valley stand for $g$ states in all, counting spin and equivalent valleys. State counting becomes $p=gk_F^3/(6\pi^2)$. Both $p$ and $\sigma$ are proportional to $g$ at fixed $k_F$ and $l$, so $\mu=el/(\hbar k_F)$ is unchanged, and

$$
k_Fl=\frac{\hbar\mu}{e}\left(\frac{6\pi^2p}{g}\right)^{2/3}.
$$

Four isotropic valleys with spin ($g=8$) share the holes among smaller Fermi spheres and give 0.054. If all holes sat in one spin-split band ($g=1$), the value would be 0.215.

**Anisotropic mass.** Let the valley be an ellipsoid with masses $m_t,m_t,m_l$, ratio $K=m_l/m_t$, and a constant $\tau$. From $E=\tfrac12\hbar^2\sum_ik_i^2/m_i$ and $v_i=\hbar k_i/m_i$,

$$
\mathbf k\cdot\mathbf v\,\tau=\sum_i\frac{\hbar k_i^2}{m_i}\tau=\frac{2E_F\tau}{\hbar}
$$

everywhere on the Fermi surface. The semi-axes of the ellipsoid are $\sqrt{2m_iE_F}/\hbar$. Its volume equals that of a sphere with the mass $m_d=(m_t^2m_l)^{1/3}=K^{1/3}m_t$, so $E_F=\hbar^2(3\pi^2p)^{2/3}/(2m_d)$. Writing the measured mobility as $e\tau/m_c$,

$$
\mathbf k\cdot\mathbf l=\frac{\hbar(3\pi^2p)^{2/3}\tau}{m_d}
=\frac{\hbar(3\pi^2p)^{2/3}\mu}{e}\,\frac{m_c}{m_d}.
$$

In a film of randomly oriented grains, $m_c$ depends on how the current finds its way. If the grains conduct in parallel, mobilities are averaged: $1/m_c=\tfrac13(2/m_t+1/m_l)$. If they conduct in series, inverse mobilities are averaged: $m_c=\tfrac13(2m_t+m_l)$. The factors are

$$
\left.\frac{m_c}{m_d}\right|_{\rm parallel}=\frac{3K^{2/3}}{1+2K},\qquad
\left.\frac{m_c}{m_d}\right|_{\rm series}=\frac{K+2}{3K^{1/3}} .
$$

For an assumed $K=10$ they are 0.663 and 1.857, which give 0.090 and 0.252. Without resistive grain boundaries, these two averages bracket the true one. The real field pattern dissipates least among all patterns with the same mean field, so a uniform trial field bounds the conductivity from above. A uniform trial current bounds the resistivity from above in the same way.

## Comparison with real films

The inputs are rough typical values for disordered crystalline Ge-Sb-Te memory films annealed at low temperature. The single valley is an assumption that the data used here do not test: if the holes occupy four equivalent valleys, the zero-temperature estimate falls from 0.14 to 0.054, further below the limit. At 300 K the fall is smaller: with the free-electron mass and a constant $\tau$, the value cannot drop below the classical 0.11, however many valleys share the holes. Resistive grain boundaries have the opposite effect to extra valleys. They make the measured mobility smaller than that inside a grain, and $k_Fl$ within the grain is larger in proportion. To reach the limit at the same density, the mobility inside the grains would have to be 7.4 times the measured value.

Errors in the data enter as $p^{2/3}\mu$. If the true density were three times larger and the true mobility twice as large, the result would be multiplied by $3^{2/3}\times2=4.2$ and become 0.56. Such errors would also make the true conductivity six times the assumed one. If $\sigma=pe\mu$ is well measured, the two errors are tied together and the result varies only as $p^{-1/3}$: a density three times smaller gives 0.20, and one three times larger gives 0.09.

The upward model corrections can also be combined. A spin-split band, 358 K with the free-electron mass, and the series average with $K=10$ give

$$
0.215\times1.485\times1.857=0.59 .
$$

This product is rough, because the factors are not independent: a spin-split band has a higher Fermi energy, which weakens the thermal correction. With two free-electron masses the same product is about 0.9, close to the limit, but this value is too high for the same reason. If the data errors above were added in the same direction, the limit would be passed.

The conclusion thus survives each correction computed here singly, but not every combination of them. For the stated single-valley model $k_Fl$ is 0.14, and each correction or data error computed here, taken alone, leaves it below 0.7. Several acting together, or grain boundaries that control the mobility, could bring a real film to the limit or past it. The remaining numerical values are listed in the output below.

## Calculated quantities

```
hole density p = 1.0e+20 cm^-3
mobility mu = 1.0 cm^2/(V s)
Fermi wavevector k_F = 1.436 nm^-1
Fermi wavelength 2 pi/k_F = 4.38 nm
formal mean free path l = 0.0945 nm
k_F l = 0.1357 (dimensionless)
rough atomic spacing a = 0.3 nm
l/a = 0.315 (dimensionless)
mobility for l = a: 3.17 cm^2/(V s)
momentum width/k_F = 7.37 (dimensionless)
conductivity p e mu = 16.0 S/cm
mobility at k_F l = 1: 7.37 cm^2/(V s)
conductivity at k_F l = 1: 118 S/cm
density at k_F l = 1, same mobility: 2.00e+21 cm^-3
With the free-electron mass:
  Fermi energy E_F = 0.0786 eV
  relaxation time tau = 0.569 fs
  hbar/tau = 1.158 eV
  (hbar/tau)/E_F = 14.7 (dimensionless)
Neglected effects, each alone (dimensionless k l):
  four valleys: 0.054
  one spin-split band: 0.215
  k_B T at 300 K = 0.0259 eV
  300 K, mass 0.3 m_e: factor 1.039, k l = 0.141
  300 K, mass 1.0 m_e: factor 1.364, k l = 0.185
  300 K, mass 2.0 m_e: factor 2.045, k l = 0.278
  k_B T at 358 K = 0.0309 eV
  358 K, mass 0.3 m_e: factor 1.056, k l = 0.143
  358 K, mass 1.0 m_e: factor 1.485, k l = 0.202
  358 K, mass 2.0 m_e: factor 2.331, k l = 0.316
  mass ratio K = 10, parallel average: factor 0.663, k l = 0.090
  mass ratio K = 10, series average: factor 1.857, k l = 0.252
  density x 3 and mobility x 2: 0.565
Rough product: spin-split, 358 K with m_e, series average:
  k l = 0.59 (dimensionless)
```
